# Valence-band splitting under equal shear strains in the four-band Bir-Pikus model

**Q.** You say that shear strain splits the top of the valence band in a cubic semiconductor such as germanium, and that one material constant fixes the separation. What states are being split?

**A.** At zero wave vector the highest valence states are built from three orbitals \(X,Y,Z\), which transform like the coordinates \(x,y,z\) under the tetrahedral symmetry of an atomic site. In germanium they are even under inversion through a bond centre, like \(yz,zx,xy\); the argument below uses only the site symmetry. With spin there are six states. Spin-orbit coupling separates them into a quartet of total angular momentum \(J=3/2\) and a doublet of \(J=1/2\), which lies lower by \(\Delta\). The four-band model keeps the quartet and ignores its coupling to the doublet. I use electron energies, so the valence top is the highest level, and I measure angular momenta in units of \(\hbar\).

**Q.** And how does strain enter? I do not want a Hamiltonian that appears from nowhere.

**A.** Start with the orbitals, and assume that strain acts on them and not on spin. Let \(e_{ij}\) be the symmetric strain tensor, and keep terms linear in it. A rotation by \(\pi\) about \(z\) reverses \(X\) and \(Y\); one about \(x\) reverses \(Y\) and \(Z\). The matrix element between \(X\) and \(Y\) is therefore even under the first and odd under the second. Among the strain components, \(e_{xy}\) alone has both properties. The same argument, with cyclic exchange of the axes, gives one common constant for all three shears. It is written \(\sqrt3\,d\):
\[
\langle X|H|Y\rangle=\sqrt3\,d\,e_{xy},\quad \text{and cyclically.}
\]
The diagonal elements contain normal strains, with \(y\) and \(z\) equivalent for the orbital \(X\):
\[
\langle X|H|X\rangle=(a+2b)e_{xx}+(a-b)(e_{yy}+e_{zz}),
\]
again with cyclic partners. The constants \(a,b,d\) are deformation potentials, in eV.

**Q.** The four-band model is written with matrices \(J_i\), not with orbitals. Where do they come from?

**A.** First write the same matrix with the orbital angular momentum \(L_i\). Its action includes
\[
L_xX=0,\quad L_xY=iZ,\quad L_xZ=-iY,
\]
\[
L_yY=0,\quad L_yZ=iX,\quad L_yX=-iZ.
\]
Hence \(L_xL_yX=-iL_xZ=-Y\), while \(L_xL_y\) gives zero on \(Y\) and \(Z\). Likewise \(L_yL_xY=iL_yZ=-X\), and \(L_yL_x\) gives zero on \(X\) and \(Z\). With \(\{A,B\}=(AB+BA)/2\),
\[
\{L_x,L_y\}=-\tfrac12\big(|X\rangle\langle Y|+|Y\rangle\langle X|\big).
\]
The shear term \(\sqrt3\,d\,e_{xy}(|X\rangle\langle Y|+|Y\rangle\langle X|)\) is therefore \(-2\sqrt3\,d\,e_{xy}\{L_x,L_y\}\).

For the normal strains, \(L_x^2\) is 0 on \(X\) and 1 on \(Y\) and \(Z\). So \(-3b(L_x^2-2/3)\) is \(2b\) on \(X\) and \(-b\) on the other two, as required. Altogether
\[
H=a\,\mathrm{Tr}\,e-3b\sum_i\Big(L_i^2-\tfrac23\Big)e_{ii}
-2\sqrt3\,d\sum_{i<j}\{L_i,L_j\}e_{ij}.
\]

**Q.** Replacing \(L\) by \(J\) cannot be a mere change of letters.

**A.** It brings a factor. The operators \(L_i^2-2/3\) and \(\{L_i,L_j\}\) with \(i\ne j\) are components of one traceless symmetric tensor of rank two. By the Wigner-Eckart theorem, their projection onto \(J=3/2\) is a single constant times the same tensor made from \(J_i\). One state suffices to find the constant. Take the state with \(J_z=3/2\), which has \(L_z=1\) and spin up:
\[
\Big\langle L_z^2-\tfrac23\Big\rangle=\tfrac13,\qquad
\Big\langle J_z^2-\tfrac{J^2}{3}\Big\rangle=\tfrac94-\tfrac54=1,
\]
where \(J^2=\tfrac32\cdot\tfrac52=\tfrac{15}{4}\). The constant is \(1/3\), and the four-band Bir-Pikus Hamiltonian is
\[
H=a\,\mathrm{Tr}\,e-b\sum_i\Big(J_i^2-\tfrac{J^2}{3}\Big)e_{ii}
-\frac{2d}{\sqrt3}\sum_{i<j}\{J_i,J_j\}e_{ij}.
\]
Each pair of axes is counted once.

**Q.** Now make the shears equal. You have three \(4\times4\) matrices that do not commute. Do you diagonalize their sum by brute force?

**A.** There is no need. Put \(e_{xy}=e_{yz}=e_{zx}=e\), and let the three normal strains have a common value \(\varepsilon\), which may be zero. The \(b\) term vanishes, because
\[
\sum_i\Big(J_i^2-\tfrac{J^2}{3}\Big)=J^2-J^2=0.
\]
The \(a\) term is \(3a\varepsilon\), the same for all four states. What remains is the sum of the shear operators. It appears in the square
\[
(J_x+J_y+J_z)^2=J^2+\sum_{i<j}(J_iJ_j+J_jJ_i)
=J^2+2\sum_{i<j}\{J_i,J_j\}.
\]
Define the unit vector \(\mathbf n=(1,1,1)/\sqrt3\) and the component \(J_n=\mathbf n\cdot\mathbf J\). Then \(J_x+J_y+J_z=\sqrt3J_n\), and
\[
\sum_{i<j}\{J_i,J_j\}=\frac{3J_n^2-J^2}{2}.
\]

**Q.** But the crystal is cubic, not spherical. Why should \(J_n\) have the same eigenvalues as \(J_z\)?

**A.** That concerns the matrices, not the crystal. The commutation relations of \(J_x,J_y,J_z\) keep their form under a rotation of axes, so a component along any unit vector is related to \(J_z\) by a unitary transformation. Its eigenvalues are \(\pm3/2\) and \(\pm1/2\). The shear sum then has the values
\[
J_n=\pm\tfrac32:\ \frac{27/4-15/4}{2}=\frac32,\qquad
J_n=\pm\tfrac12:\ \frac{3/4-15/4}{2}=-\frac32.
\]
Multiplication by \(-2de/\sqrt3\), with the common shift left out, gives
\[
E_{3/2}=-\sqrt3\,d\,e,\qquad E_{1/2}=+\sqrt3\,d\,e.
\]
Each level is a doublet, since \(H\) depends on \(J_n^2\) and not on the sign of \(J_n\). The separation is
\[
\boxed{|E_{1/2}-E_{3/2}|=2\sqrt3\,|d\,e|.}
\]

**Q.** I can attack that with your own orbitals. Without spin, the equal-shear matrix has \(\sqrt3\,de\) in every off-diagonal place. Its levels are further apart than you claim.

**A.** They are. Write \(s=\sqrt3\,d\,e\). The orbital \((X+Y+Z)/\sqrt3\), which points along \([111]\), has energy \(2s\), because each row of the matrix contains two entries \(s\). Any combination whose coefficients add to zero has energy \(-s\). The orbital splitting is \(3|s|=3\sqrt3|de|\).

Spin-orbit coupling reduces it by mixing the orbitals. Quantize along \([111]\), and write \(|m\sigma\rangle\) for orbital component \(m\) and spin \(\sigma\). The orbital along the axis is \(m=0\), with energy \(2s\); those with \(m=\pm1\) have energy \(-s\). The state \(J_n=3/2\) is \(|1\uparrow\rangle\) and keeps \(-s\). The state \(J_n=1/2\) of the quartet is
\[
|\tfrac32,\tfrac12\rangle=\sqrt{\tfrac23}\,|0\uparrow\rangle+\sqrt{\tfrac13}\,|1\downarrow\rangle,
\]
with mean energy \(\tfrac23(2s)+\tfrac13(-s)=s\). The splitting is then \(2|s|\), in agreement with the result from \(J_n\). Strain moves the orbital along \([111]\) relative to the other two, but no state of the quartet consists wholly of that orbital.

**Q.** Which doublet is on top?

**A.** The sign of \(de\) decides. If \(de>0\), the top has \(J_n=\pm1/2\); if \(de<0\), it has \(J_n=\pm3/2\). To see what \(e\) means geometrically, take the relative change of length along \(\mathbf n\):
\[
\sum_{ij}n_in_je_{ij}=\varepsilon+2e.
\]
Perpendicular to \(\mathbf n\) it is \(\varepsilon-e\), because the off-diagonal matrix of equal entries \(e\) has eigenvalue \(-e\) there. Negative \(e\) thus shortens the crystal along \([111]\) relative to the transverse directions. For negative \(d\), this puts the \(J_n=\pm1/2\) doublet on top.

**Q.** Engineers often quote \(\gamma_{xy}\), the change of a right angle. Can I insert that number for \(e\)?

**A.** No. The engineering shear is \(\gamma=2e\), so in terms of it the splitting is \(\sqrt3|d\gamma|\). Using \(\gamma\) in place of \(e\) in the boxed formula doubles the answer.

**Q.** Give me a case with numbers, and tell me what load would produce the strain.

**A.** Take \(d=-5\) eV and \(e=-0.001\). Uniaxial stress \(T\) along \([111]\) has the tensor \(\sigma_{ij}=Tn_in_j\), so every component equals \(T/3\). In a cubic crystal \(\sigma_{xy}=2C_{44}e_{xy}\), where the 2 belongs to tensor shear. Hence
\[
\frac T3=2C_{44}e,\qquad T=6C_{44}e.
\]
With \(C_{44}=70\) GPa, \(T=6(70)(-0.001)=-0.42\) GPa, a compression. The normal strains are equal by symmetry and follow from \(T/3=(C_{11}+2C_{12})\varepsilon\). For \(C_{11}=130\) GPa and \(C_{12}=50\) GPa,
\[
\varepsilon=\frac{-0.14}{230}=-0.00061.
\]
This load therefore meets the conditions of the derivation. The levels, apart from the common shift, are at \(\pm s\), with
\[
s=\sqrt3(-5)(-0.001)\ \text{eV}=8.66\ \text{meV}.
\]
The splitting is 17.3 meV, or 0.0173 eV, with \(J_n=\pm1/2\) on top. Mistaking \(\gamma=-0.002\) for \(e\) would give 34.6 meV.

**Q.** You threw away the split-off doublet. How do I know that it does not spoil the answer?

**A.** Restore it. The split-off state with \(J_n=1/2\) is
\[
|\tfrac12,\tfrac12\rangle=\sqrt{\tfrac13}\,|0\uparrow\rangle-\sqrt{\tfrac23}\,|1\downarrow\rangle.
\]
Its mean strain energy is \(\tfrac13(2s)+\tfrac23(-s)=0\), so it stays at \(-\Delta\) before coupling. Its matrix element with the quartet state is
\[
\frac{\sqrt2}{3}(2s)-\frac{\sqrt2}{3}(-s)=\sqrt2\,s.
\]
The strain conserves \(J_n\), so the \(\pm3/2\) states have no partner and remain at \(-s\). For each \(\pm1/2\) state we must diagonalize
\[
\begin{pmatrix}s&\sqrt2\,s\\ \sqrt2\,s&-\Delta\end{pmatrix}.
\]
The condition \((s-E)(-\Delta-E)-2s^2=0\) has the upper root
\[
E_+=\frac{s-\Delta}{2}+\sqrt{\Big(\frac{s+\Delta}{2}\Big)^2+2s^2}.
\]
For \(|s|\ll\Delta\), expanding the root gives \(E_+\simeq s+2s^2/(s+\Delta)\simeq s+2s^2/\Delta\). The signed gap becomes
\[
E_+-E_{3/2}\simeq2s+\frac{2s^2}{\Delta}.
\]
The split-off state pushes the \(\pm1/2\) doublet upward for either sign of strain. This widens the gap when that doublet is already on top and narrows it when it is below. The relative change is about \(s/\Delta\).

**Q.** And in the example?

**A.** With \(\Delta=0.30\) eV the leading correction is \(2(8.66)^2/300=0.50\) meV. Numerical diagonalization of all six states gives 17.8 meV, which is 2.8% above the four-band value. If all strain components are reversed, it gives 16.8 meV, which is 3.0% below. The four-band formula makes no distinction between these two cases.

**Q.** So when does the formula fail badly?

**A.** When \(|s|\) is no longer small compared with \(\Delta\). Take the opposite limit, \(|s|\gg\Delta\), still within the six-state model and linear strain terms. For \(s>0\), \(E_+\to s/2+3s/2=2s\), and the gap approaches \(3s-\Delta/3\), which to leading order is \(3s\), the spinless orbital value. For \(s=-|s|\), expansion of the root to first order in \(\Delta\) gives
\[
E_+\simeq-\frac{|s|+\Delta}{2}+\frac{3|s|}{2}-\frac{\Delta}{6}
=|s|-\frac{2\Delta}{3}.
\]
The \(\pm3/2\) doublet is at \(|s|\), so the gap between the upper two doublets tends to \(2\Delta/3\) instead of growing with strain. In silicon \(\Delta\) is roughly 0.04 eV. The same \(|s|\) would then be about a fifth of \(\Delta\), and the four-band result would be a much poorer approximation than in the example.

**Q.** Suppose the press is misaligned. Your trick needed equal shears.

**A.** Then the normal strains become unequal too, and \(b\) matters. Hold the stress at \(-0.42\) GPa, tilt its axis by 5 degrees from \([111]\) toward \([001]\), and take \(b=-2.5\) eV. Solving the elastic equations for the new strain and diagonalizing the four-band matrix numerically gives 17.5 meV. That is a change of about 1% from the aligned value, for this direction of tilt.

**Q.** At room temperature, does a splitting of 17 meV empty the lower doublet of holes?

**A.** Not the states at the zone centre. At 300 K, \(k_BT=25.9\) meV. Holes favour the higher electron level. For a nondegenerate hole gas, the occupation of a zone-centre state in the lower doublet, relative to one in the upper, is
\[
e^{-17.3/25.9}\simeq0.51.
\]
This compares individual states at zero wave vector. The numbers of holes in the two bands also depend on their densities of states, and these dominate. Summing the Boltzmann factor over wave vectors with the Luttinger Hamiltonian of the next answer (\(\gamma_1=13\), \(\gamma_2=4\), \(\gamma_3=5.5\)), the lower band holds about 4.5% as many holes as the upper band without strain and about 4.0% with it.

**Q.** Holes that carry current have nonzero wave vector. Does the splitting survive there?

**A.** It competes with the kinetic splitting. The Luttinger Hamiltonian without strain is, in this sign convention,
\[
H_k=-\frac{\hbar^2}{2m_0}\Big[\Big(\gamma_1+\tfrac52\gamma_2\Big)k^2
-2\gamma_2\sum_ik_i^2J_i^2-4\gamma_3\sum_{i<j}k_ik_j\{J_i,J_j\}\Big],
\]
where \(m_0\) is the free-electron mass and \(\gamma_{1,2,3}\) are band parameters, not shears. For \(\mathbf k\) along \([111]\), \(k_ik_j=k^2/3\). The second term in the bracket becomes \(-2\gamma_2(k^2/3)(15/4)=-\tfrac52\gamma_2k^2\) and cancels the \(\gamma_2\) part of the first. The shear sum again equals \(\pm3/2\), so
\[
E_{3/2}=-\frac{\hbar^2k^2}{2m_0}(\gamma_1-2\gamma_3),\qquad
E_{1/2}=-\frac{\hbar^2k^2}{2m_0}(\gamma_1+2\gamma_3).
\]
The kinetic gap \(E_{1/2}-E_{3/2}\) is \(-4\gamma_3\hbar^2k^2/(2m_0)\). Take \(\gamma_3=5.5\) and \(\hbar^2/(2m_0)=38.1\) meV nm². Its magnitude equals the strain splitting at
\[
k=\sqrt{\frac{17.32}{4(5.5)(38.1)}}\ \text{nm}^{-1}=0.144\ \text{nm}^{-1}.
\]
In the example the two contributions have opposite signs, so the doublets cross near this wave vector along \([111]\).

**Q.** Then what should I expect in a thin channel?

**A.** Consider a film of thickness \(w=10\) nm with its normal along \([111]\), carrying the same strain. With hard walls and no in-plane motion, the lowest standing wave has \(k=\pi/w\), and \(J_n\) is conserved. Confinement alone gives
\[
E_{1/2}-E_{3/2}=-4(5.5)(38.1)(\pi/10)^2\ \text{meV}=-82.7\ \text{meV}.
\]
Strain adds \(+17.3\) meV, leaving \(-65.4\) meV. The \(J_n=\pm3/2\) level is now on top, opposite to the bulk order. This gap is between the first level of each kind, not between the top two subbands: with \(\gamma_1=13\), the second \(J_n=\pm3/2\) level, with \(k=2\pi/w\), lies only \(3(13-11)(38.1)(\pi/10)^2\approx23\) meV below the first. In this model the two effects cancel at \(w=\pi/0.144\approx22\) nm.

**Q.** How close is all this to a real material?

**A.** The parameters are round values in the rough regime of germanium, and a stress of a few tenths of a GPa is a moderate load for a strained semiconductor. For bulk material near the zone centre, the split-off correction of about 3% is smaller than the uncertainty I would attach to the rough value of \(d\), to which the splitting is proportional. A thin channel breaks the assumption of bulk states, and the film estimate shows the consequence: the signed gap moves from \(+17\) to about \(-65\) meV. That estimate is itself rough. Real barriers are finite, and with \(\gamma_1=13\) the light level is confined by \((13+11)(38.1)(\pi/10)^2\approx90\) meV, which is not very small beside \(\Delta\). For \(\mathbf k\) along \([111]\) the kinetic term has the same form as the shear term, so the six-state formula for \(E_+\) still applies, with \(s\) replaced by half the total four-band gap, \(-32.7\) meV. It changes the film's gap from \(-65\) to about \(-58\) meV, a correction of 12% instead of 3%. The six-state model in turn leaves out the energy dependence of the coupling to the conduction band, which in germanium lies only 0.8 to 0.9 eV above. An eight-band bulk dispersion with the same Luttinger parameters and a Kane energy of 24 to 26 eV, evaluated at \(k=\pi/w\), moves the gap a further 4 to 5 meV, to about \(-53\) meV. Channels with other surface or stress directions also need not have equal shears; for them the full strain tensor must go into the Hamiltonian.

All numerical values are calculated from the stated model.
